# Boltzmann-Scaled Upward Hops and Pure Dephasing in the Classical Path Approximation, part 2

In the classical path approximation, an electron with two adiabatic states is driven by a prescribed ground-state nuclear trajectory, which does not respond to hops. We ask how fluctuations of the energy gap destroy the phase relation between the states, and what replaces the energy condition on upward hops.

The lower and upper states have amplitudes $c_1$, $c_2$, energies $E_1$, $E_2$ and gap $\Delta E=E_2-E_1$. With $u$ the real coupling, linear in the nuclear velocities,

$$\dot c_1=-\frac{i}{\hbar}E_1c_1-u c_2,\qquad\dot c_2=-\frac{i}{\hbar}E_2c_2+u c_1.$$

In fewest-switches hopping, copies of the electron are assigned to the states. Upward attempts occur at the rate $\max(0,2ur)/|c_1|^2$ with $r=\mathrm{Re}(c_1c_2^*)$, and can be paid for if $u^2/2\langle u^2\rangle\ge x=\Delta E/kT$. For Maxwellian velocities and a coherence independent of $u$, the accepted fraction is $e^{-x}$, so the yes-or-no decision may be replaced by scaling the attempt probability with this factor. If the coherence is proportional to $u$, the fraction is

$$F_2(x)=2\sqrt{\frac{x}{\pi}}\,e^{-x}+\mathrm{erfc}(\sqrt x).$$

The Gaussian model of the first half interpolates between these cases. There $\rho$ is the correlation coefficient of $u$ and $r$, and for $\rho\ge0$ the accepted fraction lies between $e^{-x}$ and $F_2(x)$.

Split the gap into its mean and its fluctuation, $\Delta E=\bar E+\delta E$. The pure-dephasing function is

$$D(t)=\left\langle\exp\left[-\frac{i}{\hbar}\int_0^t\delta E(t')\,dt'\right]\right\rangle .$$

For a static Gaussian fluctuation of variance $\sigma^2$,

$$D(t)=\int\frac{d\epsilon}{\sqrt{2\pi}\,\sigma}\,e^{-\epsilon^2/2\sigma^2-i\epsilon t/\hbar}=e^{-\sigma^2t^2/2\hbar^2}.$$

Energies are in meV and times in fs. At 300 K, $kT=25.85$ meV, so a gap of 150 meV has $x=5.80$ and $e^{-x}=0.00302$.

### The second-order cumulant

For a moving gap let $X=\hbar^{-1}\int_0^t\delta E(t')\,dt'$. Expand the average and then its logarithm, keeping terms up to second order in $X$:

$$\ln\langle e^{-iX}\rangle=\ln\left(1-i\langle X\rangle-\tfrac12\langle X^2\rangle+\dots\right)
=-i\langle X\rangle-\tfrac12\left(\langle X^2\rangle-\langle X\rangle^2\right)+\dots$$

The term $+\tfrac12\langle X\rangle^2$ comes from $\ln(1+\eta)=\eta-\eta^2/2+\dots$, since $-\tfrac12(-i\langle X\rangle)^2=+\tfrac12\langle X\rangle^2$. The mean of $\delta E$ is zero by definition, so $\langle X\rangle=0$ and $D\simeq e^{-g}$ with

$$g(t)=\frac12\langle X^2\rangle=\frac1{2\hbar^2}\int_0^tdt_1\int_0^tdt_2\,\langle\delta E(t_1)\delta E(t_2)\rangle .$$

On a stationary trajectory the correlation depends only on the time difference, $\langle\delta E(t_1)\delta E(t_2)\rangle=C(t_1-t_2)$. For classical variables the order of the factors is immaterial, so $C$ is real and even. The square of integration consists of two equal triangles, which cancels the factor $\tfrac12$. With $\tau=t_1-t_2$,

$$g(t)=\frac1{\hbar^2}\int_0^tdt_1\int_0^{t_1}d\tau\,C(\tau).$$

A given $\tau$ occurs for all $t_1$ between $\tau$ and $t$, an interval of length $t-\tau$. Exchanging the integrations gives

$$\boxed{D(t)=e^{-g(t)},\qquad g(t)=\frac1{\hbar^2}\int_0^t(t-\tau)\,C(\tau)\,d\tau .}$$

If $\delta E(t)$ is a Gaussian process, its time integral $X$ is a Gaussian variable. The static calculation then applies with $\langle X^2\rangle$ in place of $\sigma^2t^2/\hbar^2$, and the boxed result is exact. Otherwise it is a truncation at second order.

### Limits, and a case without decay

At times short compared with the motion of the gap, $C(\tau)\simeq C(0)=\sigma^2$. Since $\int_0^t(t-\tau)d\tau=t^2/2$, the static Gaussian returns.

At long times $\dot g=\hbar^{-2}\int_0^tC\,d\tau$ approaches the constant

$$\Gamma=\frac1{\hbar^2}\int_0^\infty C(\tau)\,d\tau,$$

provided this integral converges. If it is also positive, and $\int_0^\infty\tau|C(\tau)|\,d\tau$ is finite, $g$ approaches a straight line and the decay of $D$ becomes exponential.

For one undamped vibration, $C=\sigma^2\cos\omega\tau$, and two integrations give

$$g(t)=\frac{\sigma^2}{(\hbar\omega)^2}(1-\cos\omega t).$$

After each period $g$ returns to zero and the coherence is complete again. On every trajectory the fluctuation integrates to zero over a full period, so the phases agree again. A fluctuating gap alone does not ensure lasting dephasing.

### A damped vibration

We now take a model with round parameters: $T=300$ K, $\bar E=150$ meV and $\sigma=30$ meV. The gap is $\bar E+\sigma q$, where $q$ is a thermal oscillator of unit variance with period 200 fs and damping $\gamma=0.01$ fs$^{-1}$:

$$\ddot q+\gamma\dot q+\omega^2q=\text{white noise}.$$

The noise at later times is uncorrelated with $q(0)$. Multiplying by $\sigma^2q(0)$ and averaging therefore gives, for $\tau>0$,

$$\ddot C+\gamma\dot C+\omega^2C=0,\qquad C(0)=\sigma^2,\quad\dot C(0)=0,$$

the last condition because position and velocity are uncorrelated at equal times. Integrating this equation from zero to infinity, where $C$ and $\dot C$ vanish, gives $-\gamma\sigma^2+\omega^2\int_0^\infty C\,d\tau=0$. Hence

$$\Gamma=\gamma\left(\frac{\sigma}{\hbar\omega}\right)^2 .$$

Here $\hbar\omega=0.800\,kT=20.7$ meV, so $\Gamma=0.01\times(30/20.7)^2=0.021$ fs$^{-1}$.

A trajectory of 1000 ps was generated with the exact propagation map for a step of 1 fs. Averages over time origins give $C$, and two trapezoidal integrations give $g$. The last column is the modulus of the directly averaged phase factor, without a cumulant expansion.

| $t$ (fs) | $C$ (meV²) | $g$ | $e^{-g}$ | direct |
|---|---|---|---|---|
| 10 | 854 | 0.10 | 0.90 | 0.90 |
| 20 | 736 | 0.40 | 0.67 | 0.67 |
| 30 | 559 | 0.87 | 0.42 | 0.42 |
| 40 | 348 | 1.46 | 0.23 | 0.23 |
| 60 | −91 | 2.84 | 0.06 | 0.06 |

The dephasing time, defined by $g=1$, is 32 fs. The static estimate is $\sqrt2\,\hbar/\sigma$. With $\hbar/\sigma=(\hbar\omega/\sigma)/\omega=(20.7/30)\times(200\ \text{fs}/2\pi)=22$ fs, it gives 31 fs. The two agree closely although the gap is not static: by 30 fs the correlation has fallen to $559/900=0.62$ of $\sigma^2$. The factor $t-\tau$ in $g$ gives most weight to short lags, where $C$ is still close to $\sigma^2$. At 60 fs the correlation is already negative while $g$ still grows, because $\dot g$ depends on the accumulated integral of $C$.

### Where the second cumulant fails

Let the static gap depend quadratically on a standard Gaussian coordinate, $\delta E=b(q^2-1)/\sqrt2$. Since $\langle(q^2-1)^2\rangle=2$, its variance is $b^2$. With $\alpha=bt/(\sqrt2\,\hbar)$,

$$D=e^{i\alpha}\int\frac{dq}{\sqrt{2\pi}}\,e^{-q^2(1+2i\alpha)/2}=\frac{e^{i\alpha}}{\sqrt{1+2i\alpha}},\qquad
|D|=\left(1+\frac{2b^2t^2}{\hbar^2}\right)^{-1/4}.$$

At $bt/\hbar=1$ this is $3^{-1/4}=0.76$, whereas the second cumulant gives $e^{-1/2}=0.61$. For small $t$ both have $\ln|D|\simeq-b^2t^2/2\hbar^2$. At long times the true decay is a power law and the truncated one is Gaussian. A strictly frozen coordinate shows no fluctuation on a single trajectory. If the coordinate moves slowly and the trajectory is long enough to sample its distribution, comparing $e^{-g}$ with the directly averaged phase reveals such a failure.

### Dephasing inside the transition probability

Now switch on a weak coupling with the electron initially in state 1. To first order in $u$,

$$|c_2(t)|^2=\int_0^tdt_1\int_0^tdt_2\,u(t_1)u(t_2)\exp\left[\frac i\hbar\int_{t_2}^{t_1}\Delta E\,dt'\right].$$

Assume that $u$ and $\delta E$ are independent stationary processes, with $C_u(\tau)=\langle u(\tau)u(0)\rangle$, and that $\delta E$ is Gaussian, so that $D$ is real. The average of the integrand for $\tau=t_1-t_2>0$ is $C_u(\tau)e^{i\bar E\tau/\hbar}D(\tau)$. The other triangle supplies the complex conjugate, and

$$P(t)=2\int_0^t(t-\tau)\,C_u(\tau)\cos\left(\frac{\bar E\tau}{\hbar}\right)D(\tau)\,d\tau .$$

Starting from state 2 replaces $\bar E$ by $-\bar E$, which leaves $P$ unchanged. The equality does not depend on weak coupling. If $U$ is the unitary matrix that propagates the amplitudes, its first column gives $|U_{11}|^2+|U_{21}|^2=1$ and its first row gives $|U_{11}|^2+|U_{12}|^2=1$. Hence $|U_{21}|^2=|U_{12}|^2$ on every path: a prescribed drive lifts the electron as readily as it lowers it.

In the model, $u$ is proportional to the velocity of a second, independent oscillator with period 60 fs and damping 0.02 fs$^{-1}$, and its rms value is 0.004 fs$^{-1}$. The amplitude equations were solved for 12,000 paths of 600 fs, using the matrix exponential of each 1 fs step. Both transition probabilities are 0.0230. The weak-coupling formula gives 0.0246, so the simulated value is 6% lower relative to the formula. The simulated value has a sampling uncertainty of about 0.0003, and a finer time step raises it by about 0.0002. Higher orders in $u$ lower it by about 4%, which is most of the difference.

With $D=1$ the formula gives only 0.0129. Here dephasing nearly doubles the transfer. The coupling oscillator has $\hbar\omega_u=2.67\,kT=69$ meV, far below the mean gap, and gap fluctuations bring the two closer for part of the time. At resonance with an undamped coupling the effect is opposite: $C_u\cos(\bar E\tau/\hbar)$ is then proportional to $\cos^2(\omega_u\tau)$, and a factor $D$ between zero and one can only reduce the integral.

The same ensemble shows how well the attempts obey the Boltzmann rule at fixed thresholds. The energy condition with the fluctuating gap of each step is not examined. Here $x$ is a chosen threshold and not the mean gap of the model, which corresponds to $x=5.80$. During the last 300 fs, the fractions of fewest-switches attempts with $u^2/2\langle u^2\rangle\ge x$ are:

| $x$ | simulated | $e^{-x}$ | $F_2(x)$ |
|---|---|---|---|
| 1 | 0.386 | 0.368 | 0.572 |
| 2 | 0.146 | 0.135 | 0.262 |
| 3 | 0.056 | 0.050 | 0.112 |

The simulated fractions exceed $e^{-x}$ by 5%, 8% and 12% of $e^{-x}$, with sampling uncertainties of roughly 1, 2 and 4 percentage points. The sign of the excess and its growth with $x$ are established, its precise size is not, and nothing is shown here for $x=5.80$. Residual memory between $u$ and the coherence would have this sign in the Gaussian model of the first half. That it is the cause is a conjecture, since $\rho$ was not measured.

### Detailed balance for a fixed gap

Suppose coherence is discarded after each time window, and let $P$ be the bare transition probability per window in either direction. Let a single hop be decided at the end of each window, with this probability. If the upward probability is multiplied by a factor $s$, the upper population $n$ changes in one window by

$$n'-n=sP(1-n)-Pn .$$

It is stationary when $n/(1-n)=s$. Without scaling, $s=1$ and $n=1/2$, as at infinite temperature. With $s=e^{-\bar E/kT}=0.00302$, the ratio is the Boltzmann ratio and $n=0.00302/1.00302=0.00301$.

The Boltzmann factor therefore restores thermal equilibrium when it multiplies the completed transition probability of a window and the bare probabilities are equal.

Scaling every fewest-switches attempt inside the window is not the same thing. The population flow can reverse within a window, so a copy that has dropped from state 2 may be called back up before the window ends. Scaling suppresses these returns. The downward probability then exceeds $P$, while for small $P$ the upward one stays close to $sP$, and the stationary ratio falls below $s$. The shortfall can be large. In the model above, with windows of 600 fs, the flow reverses many times, the downward probability is about 0.11, some five times $P$, and the ratio is about $s/5$. If the flow does not reverse within a window, the two procedures agree for small $P$.

The balance also requires the loss of coherence between windows. If the amplitudes are propagated without interruption they know nothing of refused hops, and the balance above does not establish the stationary populations.

### Scaling with a fluctuating gap

When the gap fluctuates, the factor can be evaluated with the gap at each step. Its average over a Gaussian gap follows from completing the square in

$$-\frac{\epsilon^2}{2\sigma^2}-\frac{\epsilon}{kT}=-\frac{(\epsilon+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2},$$

which gives

$$\left\langle e^{-\Delta E/kT}\right\rangle=\exp\left[-\frac{\bar E}{kT}+\frac{\sigma^2}{2(kT)^2}\right].$$

The variance $\sigma^2=C(0)$ that sets the initial dephasing thus also raises the plain average of the upward factor, taken without regard to when hops are attempted. In the example the increase is $\exp[\tfrac12(30/25.85)^2]=1.96$, and the average factor is $0.00302\times1.96=0.0059$. The long trajectory also gives 0.0059, with the factor capped at one wherever the gap is negative.

This average has a thermodynamic meaning. For classical nuclei the momentum integrals of the two surfaces are equal and cancel, so

$$\frac{Z_2}{Z_1}=\frac{\int e^{-E_2/kT}dR}{\int e^{-E_1/kT}dR}
=\frac{\int e^{-\Delta E/kT}e^{-E_1/kT}dR}{\int e^{-E_1/kT}dR}=\left\langle e^{-\Delta E/kT}\right\rangle .$$

Consider completed transitions with a bare rate $\kappa$ that is equal in both directions, and multiply the upward rate by the factor at the current gap. This rate process can reproduce the equilibrium ratio of the two surfaces although the nuclei never visit the upper one. Two conditions together are sufficient. Hopping is slow compared with the gap motion, so that the population responds to averaged rates, and $\kappa$ is independent of the gap. In the slow limit the population ratio is $\langle\kappa e^{-\Delta E/kT}\rangle/\langle\kappa\rangle$. A rate that is larger at small gaps gives extra weight to large Boltzmann factors and raises this ratio. The model above is of this kind, since smaller gaps lie closer to the coupling frequency. It does not meet the second condition, and 0.0059 is not its predicted population ratio.

Classical nuclei remain an assumption throughout. For the gap oscillator $\hbar\omega/kT=0.80$, and for the coupling oscillator it is 2.67, so the latter is a prescribed classical drive and not a realistic thermal vibration. The scaling factor repairs the balance between upward and downward hops for completed transitions that are slow compared with the gap motion and whose bare rate is equal in both directions and independent of the gap. It does not correct the size of the classical bare rate, and applied to single attempts it does not by itself guarantee the thermal populations.
